# Spin decay length beneath a nonmagnetic metal contact

## What symmetry and dimensions fix

A semiconductor film carries a spin accumulation into the region beneath a nonmagnetic metal contact. The accumulation is $v=V_\uparrow-V_\downarrow$, where $V_\sigma$ is the electrochemical potential of spin $\sigma$ divided by the carrier charge $q$ ($q=-e$ for electrons). Film and metal treat both spins alike, so exchanging the labels $\uparrow$ and $\downarrow$ leaves the device unchanged. The exchange reverses $v$ and preserves the mean potential $V=(V_\uparrow+V_\downarrow)/2$. In a linear theory the equation for $v$ therefore contains no term in $V$.

Two processes remove spin locally: relaxation in the film, at rate $1/\tau_s$, and escape into the metal, at a rate $1/\tau_{esc}$. Independent rates add. In steady diffusion with constant $D$, the only length that $D$ and a rate $\Gamma$ can form is $\sqrt{D/\Gamma}$, so an inverse squared length is proportional to a rate. The balance $Dv''=\Gamma v$ makes the factor one:

$$\frac1{\lambda_c^2}=\frac1{D\tau_s}+\frac1{D\tau_{esc}} .$$

The first term is $1/\lambda_s^2$, with $\lambda_s$ the spin-diffusion length. Symmetry and dimensions do not show that $D\tau_{esc}$ equals the square of the transfer length $L_T$, a quantity defined by charge flow. That needs the contact and film conductances.

## Simplest case: charge alone

Let the film have sheet resistance $R_s$ beneath the contact and let the contact have specific resistance $\rho_c$ (resistance times area). The film is thin enough for $V$ to be uniform across its thickness $t$, and the metal is an equipotential $V_m$. With $I$ the current per unit width along $x$,

$$I=-\frac1{R_s}\frac{dV}{dx},\qquad \frac{dI}{dx}=-\frac{V-V_m}{\rho_c}.$$

The second equation says that current entering the metal is lost to the film. Differentiating the first and inserting the second gives

$$V''=\frac{R_s}{\rho_c}(V-V_m)=\frac{V-V_m}{L_T^2},\qquad L_T=\sqrt{\rho_c/R_s}.$$

Under a long contact $V-V_m$ decays as $e^{-x/L_T}$. A current $I_0$ entering at the edge satisfies $I_0=(V_0-V_m)/(R_sL_T)$, so the edge voltage is $I_0\sqrt{R_s\rho_c}$. For $\rho_c\to\infty$ the length diverges, as it must when no current can leave.

## Second case: spin without a contact

Treat the carriers as non-interacting. Each spin then carries half the film conductance, and a gradient in one spin's potential drives no current in the other (spin Coulomb drag, which breaks this, is taken up after the main result):

$$I_\sigma=-\frac1{2R_s}\frac{dV_\sigma}{dx}.$$

Relaxation acts on populations, so $v$ must be converted into a density. Let $C=e^2t\,dn/dE_F$ be the sheet compressibility of both spins together. Each spin supplies half of it. The electrostatic potential is common to both spins and cancels in their difference, so the sheet spin density, in units of charge, is

$$s=q(N_\uparrow-N_\downarrow)=\frac{C}{2}v .$$

Take $\tau_s$ as the decay time of $N_\uparrow-N_\downarrow$. One flip changes this difference by two, so each electron flips at rate $1/(2\tau_s)$. The net flip current per area from up to down is then

$$\frac{q(N_\uparrow-N_\downarrow)}{2\tau_s}=\frac{Cv}{4\tau_s}.$$

The spin current follows from the two spin currents:

$$I_\uparrow-I_\downarrow=-\frac{v'}{2R_s}=-\frac1{R_sC}\frac{ds}{dx}.$$

This is Fick's law with $D=1/(R_sC)$, the Einstein relation in a form that holds for degenerate and nondegenerate non-interacting carriers. Without a contact, $Ds''=s/\tau_s$ and $\lambda_s^2=D\tau_s$.

## Both losses together

Now let the metal be a perfect spin sink: both spins in it stay at the same potential $V_m$ however much spin enters. The interface conserves spin during crossing and gives each spin half the contact conductance, so spin $\sigma$ loses $(V_\sigma-V_m)/(2\rho_c)$ per area. In steady state

$$\frac{dI_\uparrow}{dx}=-\frac{V_\uparrow-V_m}{2\rho_c}-\frac{Cv}{4\tau_s},\qquad
\frac{dI_\downarrow}{dx}=-\frac{V_\downarrow-V_m}{2\rho_c}+\frac{Cv}{4\tau_s}.$$

The flip terms have opposite signs because what one spin loses the other gains. Inserting $dI_\sigma/dx=-V_\sigma''/(2R_s)$ and multiplying by $-2R_s$,

$$V_\uparrow''=\frac{R_s}{\rho_c}(V_\uparrow-V_m)+\frac{R_sC}{2\tau_s}v,\qquad
V_\downarrow''=\frac{R_s}{\rho_c}(V_\downarrow-V_m)-\frac{R_sC}{2\tau_s}v.$$

Half the sum returns the charge equation with the same $L_T$. In the difference $V_m$ cancels and the flip terms add:

$$v''=\left(\frac{R_s}{\rho_c}+\frac{R_sC}{\tau_s}\right)v .$$

Since $R_sC=1/D$, this is

$$\boxed{\frac1{\lambda_c^2}=\frac1{L_T^2}+\frac1{\lambda_s^2}}$$

The factors of two cancel because spin selection halves the film conductance and the contact conductance equally.

The limits are as expected. A resistive contact, $L_T\gg\lambda_s$, leaves $\lambda_c\approx\lambda_s$. A low-resistance one, $t\ll L_T\ll\lambda_s$, gives $\lambda_c\approx L_T$: spin then leaves the film over the same distance as charge. Once $L_T$ falls to $t$ or below, the thin-film form fails and, as $\rho_c\to0$, the length saturates near $2t/\pi$, as the transverse equation below implies.

The escape time follows from the contact's spin current per area, $v/(2\rho_c)=s/(\rho_cC)$. Thus $\tau_{esc}=\rho_cC$, and $D\tau_{esc}=\rho_c/R_s=L_T^2$, which closes the opening argument.

The share of spin taken by the metal also follows. Under a long contact $v=v_0e^{-x/\lambda_c}$, the spin current entering at the edge is $v_0/(2R_s\lambda_c)$, and the metal receives $\int_0^\infty v\,dx/(2\rho_c)=v_0\lambda_c/(2\rho_c)$. The ratio is

$$f=\frac{R_s\lambda_c^2}{\rho_c}=\frac{\lambda_c^2}{L_T^2}.$$

Two changes to the interface show where the law stops. If the contact conductances of the two spins differ, $V-V_m$ enters the equation for $v$ and charge and spin no longer separate. If the interface also flips spins in the film, with a current $gv$ per area, then $gv$ joins $Cv/(4\tau_s)$ and adds $4R_sg$ to $1/\lambda_c^2$.

The law also has a limit in the bulk. Collisions between opposite spins (spin Coulomb drag) add a term $r_s(I_\sigma-I_{-\sigma})$ to $-dV_\sigma/dx=2R_sI_\sigma$. The sum is unchanged, so $L_T$ stays. In the difference $R_s$ becomes $R_s+r_s$, and $1/\lambda_c^2=(1+r_s/R_s)/L_T^2+1/\lambda_s^2$, with $\lambda_s$ the length that includes the drag. A Born estimate with screened Coulomb scattering gives $r_s/R_s$ of roughly 4 to 10% for the silicon film below, which shortens $\lambda_c$ from 150 nm to 143–147 nm.

## Numbers for a silicon-like film

The parameters are round, rough values in the regime of heavily doped n-type silicon under a silicide at 300 K: $n=3\times10^{19}$ cm$^{-3}$, mobility $\mu=100$ cm²/Vs, $t=50$ nm, $\tau_s=1$ ns and $\rho_c=10^{-7}$ Ω cm². At this doping such a $\rho_c$ presumes a low barrier, as discussed at the end. The sheet resistance is

$$R_s=\frac1{ne\mu t}=416\ \Omega .$$

For $C$, take six parabolic valleys with masses $0.92$ and $0.19\,m_0$, hence a density-of-states mass $(0.92\times0.19^2)^{1/3}m_0=0.321\,m_0$ per valley. Solving the Fermi integral numerically for the given $n$ puts the Fermi energy 12.2 meV above the band edge, and its derivative gives $C=676$ μF/cm². Then

$$D=\frac1{416\times6.76\times10^{-4}}=3.56\ \text{cm}^2/\text{s},\qquad \lambda_s=\sqrt{D\tau_s}=596\ \text{nm},$$

$$L_T=\sqrt{10^{-7}/416}\ \text{cm}=155\ \text{nm}.$$

The inverse squares are 2.81 and 41.61 μm$^{-2}$. Their sum, 44.42 μm$^{-2}$, gives $\lambda_c=150$ nm. Escape takes $\rho_cC=68$ ps, far less than 1 ns, and the metal absorbs $f=41.61/44.42=94\%$ of the entering spin.

Classical statistics would give $D=kT\mu/e=2.59$ cm²/s and $\lambda_s=508$ nm, 15% below the free-carrier value of 596 nm. Since escape dominates, $\lambda_c$ would fall by only about 1%. The free-carrier value is itself rough. Nonparabolicity lowers $D$ by about 2%. First-order exchange lowers the spin diffusion constant by 5% (screened) to 27% (unscreened), which puts $\lambda_s$ between about 580 and 510 nm.

## Allowing for thickness

A film of finite thickness has a potential profile across it. Put the insulating bottom at $z=0$ and the contact at $z=t$, and write $\rho=R_st$ for the film resistivity. The bulk equation is $\nabla^2v=v/\lambda_s^2$. No current crosses the bottom, so a decaying mode has the form $v=e^{-x/\lambda_c}\cos kz$. Substitution gives

$$\frac1{\lambda_c^2}=\frac1{\lambda_s^2}+k^2 .$$

At the top, the current reaching the interface equals the current crossing it:

$$-\frac1{2\rho}\frac{\partial v}{\partial z}=\frac{v}{2\rho_c}
\quad\Rightarrow\quad kt\tan kt=\frac{\rho t}{\rho_c}=\frac{t^2}{L_T^2}.$$

The charge potential obeys $\nabla^2V=0$ with the same boundary conditions relative to $V_m$, so its decay length is $1/k$. Hence, within this model, the sum law survives finite thickness mode by mode if $L_T$ is replaced by the actual charge decay length. For $kt\ll1$, $\tan kt\approx kt+(kt)^3/3$, and the lowest root satisfies

$$\frac1{k^2}\approx L_T^2+\frac{t^2}{3},$$

as if $\rho_c$ were increased by $R_st^2/3$. The next root has $kt>\pi$, so higher modes have decay lengths below $t/\pi\approx16$ nm.

This was tested on a resistor network with cells 4 nm long and eight layers deep. Each cell has a node for either spin, and flip conductances join the two. Current was injected into spin up alone at the contact edge, so charge and spin were excited together. The network treats both spins alike and contains no drag, so it tests the algebra and the thickness dependence, not the premises of the model. Exponentials fitted to the sum and difference of the potentials between 200 and 600 nm gave these lengths:

| $\rho_c$ (Ω cm²) | charge (nm) | spin (nm) | sum law (nm) |
|---|---|---|---|
| $10^{-7}$ | 157.7 | 152.5 | 152.5 |
| $3\times10^{-7}$ | 270.1 | 246.0 | 246.0 |
| $10^{-6}$ | 491.1 | 379.1 | 379.1 |

The last column combines the fitted charge length with the spin length of 596.3 nm fitted without a contact. In the last row both losses matter, and neither length alone would predict the result. In the first row $\sqrt{155.0^2+50^2/3}=157.7$ nm accounts for the charge length. Thickness thus raises $\lambda_c$ from 150.0 to 152.5 nm, or 1.6%.

## Allowing for an imperfect sink

Let the metal have resistivity $\rho_m$ and spin-diffusion length $\lambda_m$, and be much thicker than $\lambda_m$. For $\lambda_m\ll\lambda_c$ the spin flow in it is nearly vertical, and its accumulation decays from $w_0$ at the interface as $e^{-z'/\lambda_m}$, with $z'$ the depth in the metal. The spin current density $j$ is the same on both sides of the interface:

$$j=\frac{w_0}{2\rho_m\lambda_m}=\frac{v-w_0}{2\rho_c}.$$

The first equality gives $w_0=2\rho_m\lambda_mj$. Inserting it into the second,

$$2\rho_cj=v-2\rho_m\lambda_mj\quad\Rightarrow\quad j=\frac{v}{2(\rho_c+\rho_m\lambda_m)}.$$

In the spin equation $\rho_c$ becomes $\rho_c+\rho_m\lambda_m$, while the charge transfer length is unchanged for an equipotential metal. The perfect sink therefore requires $\rho_m\lambda_m\ll\rho_c$. For $\rho_m\lambda_m\gg\rho_c$ spin backs up in the metal, which then limits the escape in place of the interface. The escape becomes negligible, and $\lambda_c\to\lambda_s$, only when $\rho_c+\rho_m\lambda_m\gg R_s\lambda_s^2$, which is $1.5\times10^{-6}$ Ω cm² here. An ordinary metal with $\lambda_m\ll\lambda_c$ cannot supply this through $\rho_m\lambda_m$, so in practice it is a condition on $\rho_c$.

With rough metal values of 20 μΩ cm and 10 nm, $\rho_m\lambda_m=2\times10^{-11}$ Ω cm², or $2\times10^{-4}$ of $\rho_c$, and the effect on $\lambda_c$ is negligible. To make it visible, the network was given a resolved sink layer with $\rho_m\lambda_m$ raised to $0.3\rho_c$. At $\lambda_m=10$ nm this means $\rho_m=30$ mΩ cm, 14 times the film resistivity, so the layer tests the formula and does not represent a real metal. The fitted spin length was 171.7 nm, against 171.5 nm from the formula with the thickness correction. For a good metal with $\lambda_m>\lambda_c$, such as Cu or Al, the mode near 152 nm survives, but a second, slower mode with length close to $\lambda_m$ is also present.

## A contact of finite length

In a lateral spin device the contact can lie between a spin source and a detector. Let it cover $0<x<L$, with bare film of the same $R_s$ and $\lambda_s$ extending far on both sides, and write $\kappa=1/\lambda_c$. To the left, the incoming accumulation and the part reflected by the contact are

$$v=e^{-x/\lambda_s}+r\,e^{x/\lambda_s}.$$

The source is a fixed spin current injected into a film that continues behind it, so the reflected part does not alter the incoming amplitude. To the right, $v=v_Le^{-(x-L)/\lambda_s}$. Both $v$ and the spin current, hence $v'$, are continuous. The solution beneath the contact with value $v_L$ and slope $-v_L/\lambda_s$ at $x=L$ is

$$v=v_L\left[\cosh\kappa(L-x)+\frac{\sinh\kappa(L-x)}{\kappa\lambda_s}\right].$$

On the left, $v(0)=1+r$ and $\lambda_sv'(0)=-1+r$. Subtracting eliminates $r$:

$$1=\tfrac12\left[v(0)-\lambda_sv'(0)\right]
=v_L\left[\cosh\kappa L+\tfrac12\left(\kappa\lambda_s+\frac1{\kappa\lambda_s}\right)\sinh\kappa L\right].$$

Without the contact the accumulation at $x=L$ would be $e^{-L/\lambda_s}$. The contact therefore multiplies the signal behind it by

$$T=\frac{e^{L/\lambda_s}}{\cosh\kappa L+\frac12\left(\kappa\lambda_s+\frac1{\kappa\lambda_s}\right)\sinh\kappa L}.$$

If the contact absorbs nothing, $\kappa\lambda_s=1$, the denominator is $e^{L/\lambda_s}$ and $T=1$. For $\kappa L\gg1$,

$$T\to\frac{4\kappa\lambda_s}{(1+\kappa\lambda_s)^2}\,e^{-(\kappa-1/\lambda_s)L}.$$

The exponential is the extra decay. The prefactor comes from the mismatch of spin resistance at the two edges.

For $L=300$ nm, $\kappa L=2.00$ and $\kappa\lambda_s=3.97$, so

$$T=\frac{1.654}{3.76+2.11\times3.63}=0.145 .$$

The exponential alone would give 0.22; edge mismatch supplies the remaining factor of about 0.65. The thickness-corrected $\lambda_c$ raises $T$ to 0.151, and the two-dimensional network, solved with and without the contact, also gives 0.151. A 1.6% change in length moves the signal by 4%: about 3% through the exponent and 1% through the edge mismatch.

## When a charge current flows

In the linear equations $V_m$ and $V$ dropped out of the equation for $v$, so a small charge current does not alter $\lambda_c$. At larger current the field also drags the spin density, an effect proportional to field times accumulation. For constant mobility and uniform drift velocity $u$ along $+x$,

$$Ds''-us'-\frac{D}{\lambda_c^2}s=0 .$$

Inserting $s\propto e^{-px}$ gives $Dp^2+up-D/\lambda_c^2=0$, whose positive root is

$$p=-\frac{u}{2D}+\sqrt{\left(\frac{u}{2D}\right)^2+\frac1{\lambda_c^2}} .$$

Drift along the direction of decay lengthens the profile, and reversed drift shortens it. The condition for neglecting it is $|u|\lambda_c/(2D)\ll1$.

At 100 μA/μm the field at the contact edge is $IR_s=416$ V/cm. Holding this field uniform gives 164 nm downstream and 137 nm upstream, changes of $+9\%$ and $-8\%$ relative to 150 nm. The real field falls as $e^{-x/L_T}$ beneath the contact, so the decay length returns to 150 nm further in. A varying $u$ also adds a term $-u's$ of the same order as $us'$. It cancels if each spin's contact conductance scales with its density, and it remains if the conductance is fixed. The uniform figures are therefore not bounds at the edge, where the local lengths with the term kept are 170 and 134 nm. Averaged over the first 300 nm, the lengths are 154 and 146 nm without the term and 158 and 143 nm with it. The edge voltage $I\sqrt{R_s\rho_c}$ is 6.5 mV, below $kT/e=25.9$ mV.

## The model beside a real silicide contact

The mean free path, estimated as $3D/v_{th}$ with $v_{th}=\sqrt{3kT/m_c}$ and $m_c=3/(1/m_l+2/m_t)$ the conductivity mass, is about 5 nm, so transport across 50 nm is diffusive. The confinement energy $\pi^2\hbar^2/(2m_tt^2)$ is 0.8 meV, far below $kT$, which supports bulk statistics. A real silicide contact can break the assumption that the film beneath it has the sheet resistance of the open film. Depletion removes a layer $w$ set by $enw^2/(2\varepsilon)=\phi$, with $\phi$ the barrier in volts; for 0.6 V and a relative permittivity of 11.7, $w=5.1$ nm. The higher $R_s$ shortens $\lambda_c$ to 143 nm, a 5% reduction. Silicide formation also consumes silicon. If half the film were consumed, with $n$, $\mu$, $\tau_s$ and $\rho_c$ held fixed, $1/L_T^2$ would double to 83.2 μm$^{-2}$ and $\lambda_c$ would fall to 108 nm. Barrier, doping and $\rho_c$ are not independent. A WKB tunnelling estimate for a 0.6 V barrier at $3\times10^{19}$ cm$^{-3}$ gives $\rho_c$ of about 1 to $2\times10^{-6}$ Ω cm², and $10^{-7}$ needs a barrier near 0.4 V, with a somewhat thinner depletion layer. At $10^{-6}$ Ω cm², the last row of the table, $\lambda_c$ is 379 nm, the metal takes about 60% of the spin, and $T$ for a 300 nm contact is about 0.7. Advanced silicon contacts reach roughly $10^{-8}$ Ω cm² or less, but typically at doping of $10^{20}$ cm$^{-3}$ or above, where $R_s$ and $\tau_s$ also change. At $10^{-8}$, $L_T$ would be 49 nm, about the film thickness, and the transverse equation for $k$ must replace the thin-film expression. Interface spin flips, spin Coulomb drag, exchange and spatial variation of $\rho_c$ are not included in these figures.

All numerical values are calculated from the stated model.
